# Reconstructing Quantum Capacitance from Trap-Free Capacitance–Voltage Data

## What dimensions and symmetry allow

A gate, an insulator and a thin conducting channel form a stack. A small change of gate voltage \(V_G\) yields the capacitance per area \(C(V_G)\), and the oxide capacitance per area \(C_{ox}\) is known. We want the channel potential \(\varphi\) and the quantum capacitance \(C_q\), using no model of the channel. If the answer at each gate voltage depends only on the data there, dimensions require

\[
\frac{d\varphi}{dV_G}=F(x),\qquad C_q=C_{ox}\,G(x),\qquad x=\frac{C}{C_{ox}},
\]

because \(x\) is the one dimensionless number available. Two limits restrict \(F\). If no charge flows, \(x=0\), the oxide voltage does not change and the channel potential follows the gate, so \(F(0)=1\). If the channel behaves as a perfect metal, \(x=1\), the oxide takes the whole change and \(F(1)=0\). Between these limits \(F\) is linear: the charge increment is \(C\,dV_G\), and the oxide takes the voltage \(C\,dV_G/C_{ox}=x\,dV_G\). Hence \(F=1-x\).

Symmetry shows what is missing. Only the derivative of \(\varphi\) is given, so adding a constant to \(\varphi\) leaves the data unchanged. The zero of potential must come from elsewhere; here it comes from electron–hole symmetry.

## Voltage balance and inversion

Let \(e>0\) and \(\varphi=(E_F-E_D)/e\), where \(E_F\) is the channel Fermi level and \(E_D\) its neutrality (Dirac) energy. The gate charge per area is \(Q=e(n-p)\), with \(n\) and \(p\) the electron and hole densities, so positive \(Q\) means electrons in the channel. The channel is grounded and in equilibrium at each dc voltage, is uniform, and has a charge that depends on \(\varphi\) alone. There are no traps, leakage or stray capacitance.

The applied voltage separates the Fermi levels of channel and gate by \(eV_G\). This separation consists of the filling energy \(e\varphi\), the electrostatic energy \(eQ/C_{ox}\), and constants from the work functions and fixed charge. Collecting the constants in the neutrality voltage \(V_D\) gives

\[
V_G-V_D=\varphi+\frac{Q(\varphi)}{C_{ox}} .
\]

Define \(C_q=dQ/d\varphi\) and differentiate with respect to \(\varphi\):

\[
\frac{dV_G}{d\varphi}=1+\frac{C_q}{C_{ox}},\qquad
C=\frac{dQ}{dV_G}=\frac{C_q}{1+C_q/C_{ox}} .
\]

The reciprocal of the second relation is \(1/C=1/C_q+1/C_{ox}\). Differentiating the balance with respect to \(V_G\) instead gives \(1=d\varphi/dV_G+C/C_{ox}\). Therefore

\[
\boxed{\;\varphi(V_G)=\int_{V_D}^{V_G}\Bigl(1-\frac{C}{C_{ox}}\Bigr)dV,\qquad
C_q=\frac{C}{1-C/C_{ox}}\;}
\]

Plotting the second quantity against the first, with one point for each gate voltage, gives \(C_q(\varphi)\).

## The algorithm

To find \(V_D\), suppose \(Q(-\varphi)=-Q(\varphi)\). If \(\varphi\) solves the balance at \(V_D+u\), then \(-\varphi\) solves it at \(V_D-u\). Thus \(Q\) is odd in \(u\) and its derivative \(C\) is even. If \(C\) rises steadily away from \(V_D\) on both sides, two voltages with equal \(C\), one on each branch, have \(V_D\) as their midpoint.

1. Fit a cubic spline to \(C(V_G)\). At levels 30, 40, 50 and 60 % of the way from the lowest to the highest \(C\), find the crossing on each branch and average the midpoints. This uses the steep flanks: in the example below, 0.1 % noise displaces the averaged midpoint about half as much as it displaces the minimum of the spline. A parabola fitted over five or more points around the minimum scatters less, but on this grid it is biased by 0.2 mV or more.
2. Accumulate \(f=1-C/C_{ox}\) over \(V_G\) by the trapezoid rule.
3. Subtract the accumulated value at \(V_D\), interpolated linearly between samples.
4. Compute \(C_q=C/f\) at each sample and pair it with \(\varphi\).

The discretization error follows from a Taylor expansion about the middle \(m\) of one panel of width \(h\). The trapezoid value is \(h(f_m+h^2f_m''/8)\) and the integral is \(h(f_m+h^2f_m''/24)\), to this order. Their difference is \(h^3f_m''/12\). Summing over panels turns \(h f''\) into an integral:

\[
\delta\varphi_{\rm trap}=\frac{h^2}{12}\bigl[f'(V_G)-f'(V_D)\bigr]
=-\frac{h^2}{12\,C_{ox}}\frac{dC}{dV_G}.
\]

The term at \(V_D\) vanishes because \(f\) is even about it. This form is for \(V_D\) on a sample and leading order in \(h\). On a 40 mV grid, 0.2 V above neutrality in the graphene example below, it predicts about −111 µV. The algorithm's error is −111.0 µV, of which −0.14 µV comes from the finite ±1 mV ac step in the data and not from the trapezoid rule. One step from neutrality, where higher orders matter more, the law is about 2 % off.

## A graphene test case

States inside a circle of radius \(k\), with two spins and two valleys, have density \(4\pi k^2/(2\pi)^2=k^2/\pi\). For the linear band \(|E|=\hbar vk\), this is \(E^2/[\pi(\hbar v)^2]\), so the density of states is

\[
g(E)=\frac{2|E|}{\pi(\hbar v)^2}.
\]

With \(f_T(x)=1/(1+e^{x/kT})\) and \(k\) in \(kT\) denoting Boltzmann's constant, electrons minus holes give

\[
Q=e\int_0^\infty g(E)\,[f_T(E-e\varphi)-f_T(E+e\varphi)]\,dE .
\]

Differentiation with respect to \(\varphi\) brings out a factor \(-e\) from both terms:

\[
C_q=-e^2\int_0^\infty g(E)\,[f_T'(E-e\varphi)+f_T'(E+e\varphi)]\,dE .
\]

Integrate by parts. The boundary terms vanish because \(g(0)=0\) and \(f_T\) decays exponentially, while \(g'=2/[\pi(\hbar v)^2]\). Since \(\int_0^\infty f_T(E-\mu)\,dE=kT\ln(1+e^{\mu/kT})\), and \((1+e^\eta)(1+e^{-\eta})=2+2\cosh\eta\),

\[
C_q=\frac{2e^2kT}{\pi(\hbar v)^2}\ln\!\Bigl[2+2\cosh\frac{e\varphi}{kT}\Bigr].
\]

At neutrality the logarithm is \(\ln4\), so \(C_q\) is proportional to temperature. For \(e|\varphi|\gg kT\) it tends to \(e|\varphi|/kT\), and \(C_q\to S|\varphi|\) with \(S=2e^3/[\pi(\hbar v)^2]\). The slope therefore gives \(v=\sqrt{2e^3/(\pi\hbar^2S)}\).

The example has \(v=10^6\) m/s, \(T=300\) K, and 10 nm of oxide with relative permittivity 16, hence \(C_{ox}=1.4167\) µF/cm². The neutrality voltage is 0.137 V and the gate runs from −1.5 to 1.5 V in 20 mV steps. The synthetic data do not use the closed formula for \(C_q\). At each voltage the balance is solved by bisection with \(Q\) from quadrature, and \(C\) is the charge difference for ±1 mV divided by 2 mV. The reconstruction receives only \(V_G\), \(C\) and \(C_{ox}\).

| \(V_G\) (V) | \(C\) (µF/cm²) | \(\varphi\) (V) | \(C_q\) (µF/cm²) |
|---:|---:|---:|---:|
| −0.70 | 1.1500 | −0.2594 | 6.108 |
| 0.14 | 0.5291 | 0.0019 | 0.845 |
| 0.70 | 1.0926 | 0.2028 | 4.776 |
| 1.50 | 1.2071 | 0.3466 | 8.160 |

For the last row, \(C/C_{ox}=1.2071/1.4167=0.8520\), so \(f=0.1480\) and \(C_q=1.2071/0.1480=8.16\) µF/cm². The gate is 1.363 V above neutrality. The charge computed from the density of states is 1.4399 µC/cm², which puts 1.0164 V across the oxide and leaves \(1.363-1.016=0.347\) V for the channel, as the integral found.

Over the sweep, the largest potential error is 0.065 mV. The curve \(C_q(\varphi)\) departs from the closed formula by at most 0.083 % of its local value. The mean of \(C_q/|\varphi|\) beyond 0.2 V returns the velocity to about 0.001 %. These figures measure the numerical method on ideal data, not the accuracy of an experiment.

A second channel checks that the inversion needs no graphene law. Let the density of states be zero within \(\pm\Delta\) of neutrality and a constant \(g_0\) outside. Replacing \(g\) by \(g_0\) and the lower limit by \(\Delta\), the integral for \(C_q\) gives

\[
C_q=e^2g_0\,[f_T(\Delta-e\varphi)+f_T(\Delta+e\varphi)].
\]

For \(\Delta=0.10\) eV and \(e^2g_0=4.0\) µF/cm², the largest error in \(C_q\) is 0.0043 µF/cm², or 0.1 % of the plateau. Deep in a gap wide compared with \(kT\), \(C\to0\) and the potential follows the gate.

## Conditioning and random noise

Since \(C_q=CC_{ox}/(C_{ox}-C)\), differentiation at fixed \(C_{ox}\) gives \(\partial C_q/\partial C=C_{ox}^2/(C_{ox}-C)^2=(C_q/C)^2\). Using \(C_q/C=1+C_q/C_{ox}\),

\[
\frac{\delta C_q}{C_q}=\Bigl(1+\frac{C_q}{C_{ox}}\Bigr)\frac{\delta C}{C}
\]

to first order. Removing the oxide is well conditioned when \(C_q\ll C_{ox}\) and poorly conditioned when \(C_q\gg C_{ox}\), where the measured capacitance is nearly that of the oxide. At the top of the sweep the factor is \(1+8.16/1.417=6.76\). Independent noise of 0.1 % in each \(C\) should scatter \(C_q\) by 0.676 %; 2000 noisy data sets gave 0.651 %. The difference is 3.7 % of the prediction, a little over two sampling standard errors, since such a scatter is itself uncertain by \(1/\sqrt{4000}=1.6\) %.

Integration is gentler. For relative noise \(r\) in each sample and a fixed \(V_D\), the independent errors \(-h\,\delta C_j/C_{ox}\) add in quadrature:

\[
\sigma_\varphi\simeq\frac{h\,r}{C_{ox}}\Bigl(\sum_j C_j^2\Bigr)^{1/2},
\]

with the sum running from \(V_D\) to \(V_G\). Where \(C\) varies little, this grows as the square root of the number of steps. At the top it gives 0.125 mV, against 0.126 mV from the noisy data.

An error \(\delta V\) in \(V_D\) removes a strip from the integral and shifts the whole potential scale by

\[
\delta\varphi=-\frac{C_{ox}}{C_{ox}+C_q(0)}\,\delta V .
\]

For 10 mV the factor 0.627 predicts −6.27 mV; the run gives −6.21 mV. The change of \(f\) across the strip explains only about 0.01 mV of the difference; the rest comes from the 20 mV grid, about two thirds of it from interpolating the accumulated integral linearly between samples and one third from the trapezoid rule. When \(V_D\) is found from the noisy data it scatters by 0.24 mV, and the top potential by 0.18 mV.

## An error in the oxide capacitance

Let the assumed value be \(C_{ox}(1+\varepsilon)\) and set \(s=\varepsilon/(1+\varepsilon)\), so that \(1/(1+\varepsilon)=1-s\). Primes denote reconstructed quantities. Then

\[
\varphi'=\int_{V_D}^{V_G}\Bigl[1-(1-s)\frac{C}{C_{ox}}\Bigr]dV=\varphi+s\,\frac{Q}{C_{ox}},
\]

\[
\frac1{C_q'}=\frac1C-\frac{1-s}{C_{ox}}=\frac1{C_q}+\frac{s}{C_{ox}}
\;\Rightarrow\;
C_q'=\frac{C_q}{1+sC_q/C_{ox}} .
\]

A value 1 % too high moves the top potential by \(0.0099\times1.016\ \mathrm V=10.1\) mV and changes the top \(C_q\) by −5.4 %. Both errors push the point below the true curve: at its new potential it lies about 8 % low. A value too low is worse. The denominator vanishes when the assumed oxide capacitance equals \(C\), which at the top happens for an error of −15 %.

An unnoticed series layer acts similarly. Let a gap of capacitance \(C_{gap}\) lie between channel and oxide, while \(C_{ox}\) comes from a metal capacitor without it. The balance becomes \(V_G-V_D=\varphi+Q/C_{ox}+Q/C_{gap}\), and removing \(C_{ox}\) alone leaves

\[
\varphi'=\varphi+\frac{Q}{C_{gap}},\qquad \frac1{C_q'}=\frac1{C_q}+\frac1{C_{gap}} .
\]

A vacuum-equivalent gap of 0.1 nm has \(C_{gap}=8.85\) µF/cm², comparable with \(C_q\) itself. At the top the potential is then read as 0.468 V instead of 0.325 V, and \(C_q\) as 4.10 instead of 7.65 µF/cm².

Graphene offers a remedy at the price of an assumption. Far from neutrality a linear band has constant \(C_q/|\varphi|\). Too large a trial oxide value depresses \(C_q'\) most where \(C_q\) is largest, so the ratio falls outward; too small a value makes it rise. Equating the mean ratio in the windows 0.5–0.9 V and 0.9–1.3 V from \(V_D\) gives 1.2212 µF/cm² for the combined series capacitance, whose true value is 1.2213. With 0.1 % noise the scatter is 0.0008 µF/cm², or 0.07 %. The calibration also assumes a trap-free, uniform sheet with no stray capacitance. Without a gap, and for the sizes used below, the calibrated value is biased by +0.3 % (slow traps), −0.4 % (fast traps), +0.3 % (puddles) and +0.1 % (stray capacitance). With traps the calibrated top point then lies about 6 % from the true curve, farther than with the correct \(C_{ox}\).

Real bands are not quite linear. Energy contours of the nearest-neighbour honeycomb lattice, with hopping 3.09 eV chosen to keep \(v\), put the density of states at the top of the sweep 0.42 % above the linear law. With this curvature, and no gap, the calibrated oxide value is 0.07 % too high. By the formula above this lowers the top \(C_q\) by about 0.4 %, as large as the curvature effect itself. A curve calibrated in this way should not be used to measure band curvature.

## Why the data must be trap-free

Let traps of uniform density per energy sit at the channel, neutral at \(\varphi=0\), with capacitance \(C_{it}\). If they follow the dc sweep but not the ac signal, then

\[
\frac{dV_G}{d\varphi}=\frac{C_{ox}+C_q+C_{it}}{C_{ox}},\qquad
1-\frac{C}{C_{ox}}=\frac{C_{ox}}{C_{ox}+C_q},
\]

because \(C\) contains the channel response alone. Their product is the slope of the reconstructed potential against the true one:

\[
\frac{d\varphi'}{d\varphi}=1+\frac{C_{it}}{C_{ox}+C_q}.
\]

The value of \(C_q\) at each gate voltage is correct but is assigned to too large a potential. For \(10^{12}\) traps per eV cm², \(C_{it}=0.160\) µF/cm², and the top potential is read as 0.3529 V instead of 0.3409 V.

If the traps also follow the ac signal, \(C_q+C_{it}\) replaces \(C_q\) in every relation. The potential is then correct, but the curve is raised by \(C_{it}\): the lowest value becomes 1.005 instead of 0.845 µF/cm².

## Non-uniform sheets and real devices

Suppose the sheet consists of independent patches whose neutrality voltages differ by \(\delta\), distributed symmetrically about zero. The measured \(C\) is the area mean. Integrating it from \(V_D\) gives the mean of \(Q\), since the mean charge at \(V_D\) vanishes by oddness. Thus the reconstructed potential is the area mean of \(\varphi\). For small spread \(\sigma\), it differs from the uniform value by about \(\tfrac12\sigma^2\,d^2\varphi/dV_G^2\), which is small where \(C\) is nearly flat. Patches act independently only if they are wider than the oxide is thick. The spread of 100 mV used next is not small near neutrality, where this estimate is too large: by about 30 % at 0.11 V from \(V_D\), and by more than a factor of two at 0.03 V. For Gaussian \(\sigma=100\) mV the top potential changes by only −0.27 mV, though the change reaches about 6 mV in size near 0.1 V from neutrality, and the minimum of \(C_q\) rises from 0.845 to 1.26 µF/cm². Read as thermal broadening, that minimum would imply about 450 K; uniform graphene at 400 K has 1.125 µF/cm².

The example resembles graphene under a thin hafnia gate, with rough typical values for permittivity and thickness. Without fixed charge in the oxide, its oxide field is 1.0 MV/cm at the top of the sweep. It is largest at −1.5 V, where the gate is 1.637 V below neutrality and \(\varphi=-0.385\) V, which leaves 1.25 V across the oxide, or 1.25 MV/cm. Both values are below the rough breakdown level of a few MV/cm for such films. The gap, trap density and puddle spread are assumed sizes, not measurements. For these sizes the gap is the most damaging at high charge, and puddles are the most damaging at neutrality.

The instrumental errors estimated next are smaller than the leading error in each of these two regions. A stray 20 fF on a 1000 µm² device adds 0.17 % to \(C\) at the top of the sweep (0.38 % at neutrality) and 1.1 % to the top \(C_q\), while 500 Ω of access resistance at 100 kHz changes it by −0.01 %. An ideal tunnelling estimate at the top of the sweep, with a 2.0 eV barrier, mass 0.2 of the free electron's and attempt rate \(10^{15}\) s⁻¹, gives about \(10^{-12}\) A/cm². The charging current for a 10 mV signal at 100 kHz is \(8\times10^{-3}\) A/cm². Leakage through oxide defects is not included and can be much larger.

Interactions that change the velocity are also left out of the synthetic data. They do not invalidate the inversion while \(Q\) remains a function of \(\varphi\) alone, but they can invalidate the linear-band calibration. The main values are collected in the numerical output below.

## Table of computed values

```
oxide: 10 nm, permittivity 16, Cox = 1.4167 uF/cm2
T = 300 K, kT = 25.85 meV, v = 1.00e+06 m/s
gate step = 20 mV, points = 151, ac step = 1 mV
VD set = 0.1370 V, found = 0.13700 V
ideal slope dCq/dphi = 23.543 uF/cm2 per V
VG(V)  C  phi_found(V)  phi_true(V)  Cq_found  Cq_law(phi_true)  [uF/cm2]
 -1.50 1.2253 -0.38529 -0.38528 9.0707 9.0707
 -0.70 1.1500 -0.25944 -0.25944 6.1080 6.1080
 -0.10 0.9262 -0.11295 -0.11297 2.6749 2.6749
  0.14 0.5291  0.00187  0.00188 0.8446 0.8445
  0.30 0.8378  0.08517  0.08521 2.0504 2.0504
  0.70 1.0926  0.20283  0.20285 4.7760 4.7760
  1.10 1.1678  0.28233  0.28234 6.6472 6.6472
  1.50 1.2071  0.34658  0.34659 8.1597 8.1597
largest potential error = 0.0645 mV
largest relative error of curve Cq(phi) = 0.0829 %
velocity found = 9.99989e+05 m/s
gapped channel: half gap 0.10 eV, plateau 4.0 uF/cm2
gapped channel: largest Cq error = 0.0043 uF/cm2
trapezoid error, 40 mV step, 0.2 V: -111.02 uV, law -111.08 uV
top point: Q = 1.4399 uC/cm2, n-p = 8.987e+12 cm-2
Cox 1 % high: top phi moves 10.06 mV
Cox 1 % high: top Cq changes -5.40 %
VD 10 mV high: phi shifts -6.212 mV
noise 0.1 % in C: top Cq scatter 0.651 %, law 0.676 %
top phi scatter, VD fixed: 0.1258 mV, law 0.1253 mV
VD found from noisy data: scatter of VD 0.242 mV, top phi 0.181 mV
traps 1.0e+12 /eV cm2: Cit = 0.1602 uF/cm2
slow traps: top phi true 0.34085 V, found 0.35286 V, law 0.35287 V
fast traps: lowest Cq found 1.0047, trap-free 0.8446 uF/cm2
gap 0.1 nm: C_gap = 8.854, true series value = 1.2213 uF/cm2
gap ignored: top phi found 0.4680 V, true 0.3248 V
gap ignored: top Cq found 4.103, true 7.647 uF/cm2
recalibrated series value = 1.2212, noise scatter 0.0008 uF/cm2
hopping = 3.090 eV, density of states excess at top = 0.422 %
band curvature biases recalibrated Cox by 0.072 %
puddles 100 mV: lowest Cq 1.2614 uF/cm2, top phi error -0.273 mV
area 1000 um2, stray 20 fF: top Cq error 1.131 %
access 500 ohm, 100 kHz: top Cq error -0.0097 %
top oxide voltage = 1.0164 V, field = 1.016 MV/cm
barrier 2.0 eV, mass 0.2, attempt rate 1e+15 /s
tunnel exponent = 48.6, current = 1.1e-12 A/cm2
ac charging current at 10 mV = 7.6e-03 A/cm2
Cq at neutrality: 300 K 0.8437, 400 K 1.1250 uF/cm2
```
